# Coherent mask images from vertex sums of doubly integrated kernels

## An L-shape by hand

Take the L-shaped region $P$ with corners, listed counterclockwise,

$$(0,0),\ (2,0),\ (2,1),\ (1,1),\ (1,2),\ (0,2),$$

and the kernel $\varphi(x,y)=4xy$, all dimensionless. We want its convolution with the shape at $\mathbf r=(3,3)$:

$$C(\mathbf r)=\int_P \varphi(\mathbf r-\mathbf r')\,d^2r'=\int_P 4(3-x')(3-y')\,dx'\,dy'.$$

The direct way cuts $P$ into the rectangles $[0,2]\times[0,1]$ and $[0,1]\times[1,2]$. Since $\int_a^b 2(3-x')\,dx'=(3-a)^2-(3-b)^2$, they give

$$(9-1)(9-4)+(9-4)(4-1)=40+15=55.$$

The other way integrates the kernel once in each variable before any shape is known:

$$\Psi(x,y)=\int_0^x\!\int_0^y\varphi(x',y')\,dy'\,dx'=x^2y^2 .$$

Now evaluate $\Psi$ at the six differences $\mathbf r-\mathbf v_j$ between the observation point and the corners. They are $(3,3),(1,3),(1,2),(2,2),(2,1),(3,1)$. With alternating signs, starting with plus at the lower left corner,

$$81-9+4-16+4-9=55 .$$

The interior of the shape has dropped out. Stretching the arms to a thousand times their length would leave six terms.

A pixel sum can be done by hand too. Three unit pixels have centres $(0.5,0.5)$, $(1.5,0.5)$ and $(0.5,1.5)$, where the kernel takes the values 25, 15 and 15, again summing to 55. The agreement is complete because this kernel is linear in each variable, so that its centre value equals its pixel average. For an optical kernel the two differ, and the pixel sum acquires an error.

One more property can be seen here. Add $x$ to $\Psi$. The sum changes by $3-1+1-2+2-3=0$. The two ends of a vertical edge share the same $x$ and have opposite signs, so any function of $x$ alone cancels. Horizontal edges do the same for any function of $y$ alone.

## Why the signs alternate

Let $1_P$ be 1 inside a simple polygon with horizontal and vertical edges, and 0 outside. Listed counterclockwise, the interior lies to the left of each edge.

Consider a vertical edge at $x_e$, running from $y_s$ to $y_t$. If it runs upward, the interior is at smaller $x$, so $1_P$ drops by one as $x$ passes $x_e$. Its contribution to $\partial_x 1_P$ is

$$-\delta(x-x_e)\,[H(y-y_s)-H(y-y_t)],$$

with $H$ the unit step. Differentiating in $y$ gives $-\delta(y-y_s)+\delta(y-y_t)$, times $\delta(x-x_e)$. If the edge runs downward, $1_P$ rises by one between $y_t$ and $y_s$, and the derivative is again $+\delta(y-y_t)-\delta(y-y_s)$. In both cases

$$\partial_x\partial_y 1_P=\sum_j s_j\,\delta(x-x_j)\,\delta(y-y_j),$$

where $s_j=+1$ if a vertical edge arrives at vertex $j$ and $s_j=-1$ if one leaves it. Vertical and horizontal edges take turns, so the signs alternate.

The convolution follows by moving derivatives. From the definition of $\Psi$, $\varphi=\partial_x\partial_y\Psi$. Replacing derivatives with respect to $\mathbf r$ by derivatives with respect to $\mathbf r'$ brings two minus signs, whose product is plus. Two integrations by parts bring two more; the boundary terms vanish because $P$ is bounded. Therefore

$$\int_P\varphi(\mathbf r-\mathbf r')\,d^2r'=\int 1_P\,\partial_{x'}\partial_{y'}\Psi(\mathbf r-\mathbf r')\,d^2r'=\sum_j s_j\,\Psi(\mathbf r-\mathbf v_j).$$

Disjoint polygons add and a hole is subtracted. A superfluous vertex in the middle of a vertical edge is both an arrival and a departure, so its weight is zero; it must be removed before signs are alternated. A slanted edge breaks the method, because its mixed derivative is spread along the edge instead of sitting at its ends.

## The optical kernels

Consider a thin mask, repeated with period $L$ in both directions, imaged by scalar light. All lengths are at wafer scale. The mask amplitude is

$$m(\mathbf r)=t_b+(t_p-t_b)\,1_P(\mathbf r),$$

with $t_p$ inside the polygon and $t_b$ outside. Write $m=\sum_{\mathbf n}M_{\mathbf n}e^{2\pi i\mathbf n\cdot\mathbf r/L}$, with integer pairs $\mathbf n$.

A source point with spatial frequency $\mathbf s$ and weight $w_s$ ($\sum_s w_s=1$) shifts order $\mathbf n$ to the pupil position $\mathbf s+\mathbf n/L$. The pupil $p$ is 1 up to frequency $\mathrm{NA}/\lambda$ and 0 beyond, where NA is the numerical aperture and $\lambda$ the wavelength. Source points are mutually incoherent, so their intensities add. This is Abbe's form of the image:

$$I(\mathbf r)=\sum_s w_s\Big|\sum_{\mathbf n}p(\mathbf s+\mathbf n/L)\,z_{\mathbf n}\Big|^2,\qquad z_{\mathbf n}=M_{\mathbf n}e^{2\pi i\mathbf n\cdot\mathbf r/L}.$$

With the whole source inside the pupil, a clear mask gives $I=1$, the unit of intensity below. Expanding the square gives $I=\sum_{\mathbf n\mathbf n'}T_{\mathbf n\mathbf n'}z_{\mathbf n}z^*_{\mathbf n'}$ with the Hopkins matrix

$$T_{\mathbf n\mathbf n'}=\sum_s w_s\,p(\mathbf s+\mathbf n/L)\,p^*(\mathbf s+\mathbf n'/L).$$

It is Hermitian and has no negative eigenvalue. Insert $T_{\mathbf n\mathbf n'}=\sum_k\lambda_k u_k(\mathbf n)u_k^*(\mathbf n')$, with orthonormal $u_k$:

$$I=\sum_k\lambda_k|A_k|^2,\qquad A_k(\mathbf r)=\sum_{\mathbf n}u_k(\mathbf n)\,z_{\mathbf n}.$$

Since $M_{\mathbf n}=L^{-2}\int_{\rm cell}m\,e^{-2\pi i\mathbf n\cdot\mathbf r'/L}d^2r'$, each $A_k$ is the convolution over one cell of $m$ with

$$\varphi_k(\mathbf r)=\frac1{L^2}\sum_{\mathbf n}u_k(\mathbf n)\,e^{2\pi i\mathbf n\cdot\mathbf r/L}.$$

The constant part of the mask needs $\int_{\rm cell}\varphi_k\,d^2r=u_k(\mathbf 0)$, since all other orders average to zero. The polygon part is the vertex sum:

$$\boxed{A_k(\mathbf r)=t_b\,u_k(\mathbf 0)+(t_p-t_b)\sum_j s_j\Psi_k(\mathbf r-\mathbf v_j)}$$

Integrating each plane wave from 0 gives the function to be tabulated:

$$\Psi_k(x,y)=\frac1{L^2}\sum_{\mathbf n}u_k(\mathbf n)E_{n_x}(x)E_{n_y}(y),\quad E_0(x)=x,\quad E_n(x)=\frac{e^{2\pi inx/L}-1}{2\pi in/L}\ (n\ne0).$$

## Lower limits and wrapping

Starting the double integral at minus infinity would fail here: the integral of a periodic wave oscillates and has no limit. Starting at the origin costs nothing. Another finite starting corner changes $\Psi_k$ by a function of $x$ plus a function of $y$, which cancels as in the L-shape.

If differences are looked up directly, the table must nevertheless cover the range from $-L$ to $L$. For $n\neq0$, $E_n$ has period $L$, but $E_0(x+L)=E_0(x)+L$. Because $E_n(L)=0$ for $n\ne0$, this gives

$$\Psi_k(x+L,y)=\Psi_k(x,y)+\Psi_k(L,y).$$

The kernel is periodic and its double integral is not. A table of one cell, borders included, is enough if the extra terms are added back. A shift in $y$ alone brings the counterpart $\Psi_k(x,L)$, and a shift in both directions brings three terms:

$$\Psi_k(x+L,y+L)=\Psi_k(x,y)+\Psi_k(L,y)+\Psi_k(x,L)+\Psi_k(L,L).$$
 If differences are wrapped without this correction, some vertices miss a term and others do not, so the error need not cancel. In the example below this produces an intensity error of up to 0.563 of the clear field at 400 random points.

A second case is a kernel cut off to zero outside a square $|x|,|y|\le a$. Then $\Psi$ stops changing once an argument passes $\pm a$, and arguments beyond the table are clamped to its border. They must not be replaced by zero: a distant vertex can still carry a constant contribution.

## A trench with eight vertices

The example is a C-shaped trench in an attenuated phase-shift mask: $t_p=1$, and the background transmits 6 % of the intensity with reversed phase, so $t_b=-\sqrt{0.06}=-0.24495$. The wavelength is 193 nm, NA is 0.75, and the source is an annulus between 0.5 and 0.8 of the pupil radius, represented by 1964 points. The period is 1200 nm. The arms are 140 nm wide and end at $x=900$ nm.

For the leading kernel at the middle of the lower line end, $\mathbf r=(900,370)$ nm, the vertex values are:

| vertex (nm) | $s_j$ | $\Psi_1(\mathbf r-\mathbf v_j)$ |
|---|---|---|
| (300, 300) | + | 0.032983 |
| (900, 300) | − | 0 |
| (900, 440) | + | 0 |
| (440, 440) | − | −0.033165 |
| (440, 700) | + | −0.045555 |
| (900, 700) | − | 0 |
| (900, 840) | + | 0 |
| (300, 840) | − | −0.043923 |

Four values vanish because $x-x_j=0$ leaves an integration range of zero width. The signed sum is

$$0.032983+0.033165-0.045555+0.043923\approx0.064517,$$

where the last digit comes from the unrounded values. With $u_1(\mathbf 0)=0.172929$,

$$A_1=-0.24495\times0.172929+1.24495\times0.064517=0.03796 .$$

Summing the kernel over 5 nm pixels gives 0.03798. With $\lambda_1=33.316$, this kernel contributes $33.316\times0.03796^2\approx0.048$ to the intensity.

## Comparison with direct pixel convolution

Let the pixels have side $h$, and suppose first that the polygon is a union of pixels. The average of a plane wave over a pixel is its centre value times $\operatorname{sinc}(n_xh/L)\operatorname{sinc}(n_yh/L)$, with $\operatorname{sinc}q=\sin(\pi q)/(\pi q)$. A sum of centre values omits this factor, so it multiplies the polygon's part of order $\mathbf n$ by

$$\frac1{\operatorname{sinc}(n_xh/L)\operatorname{sinc}(n_yh/L)}\approx1+\frac{\pi^2h^2(n_x^2+n_y^2)}{6L^2}.$$

The error is of order $h^2$. The highest mask frequency that can pass the pupil is $0.75\times1.8/193=0.0070$ per nm, for which the correction at $h=20$ nm is about 3 %. Restoring the sinc factors in the kernel should remove the difference. It does: with 20 nm pixels the fields then agree with the vertex sum to $1.2\times10^{-16}$.

Mask corners need not lie on pixel borders. The off-grid shape used here adds hammerheads to the arms: beyond $x=851$ nm each arm is 12 nm wider on both sides, and it ends at 922 nm. A pixel can be filled according to its centre (binary) or weighted by its covered area (coverage). The largest intensity errors over 14 points, relative to the clear field, are listed below. The aligned column is for the drawn trench, the other two for the off-grid shape.

| $h$ (nm) | aligned | binary | coverage |
|---|---|---|---|
| 20 | 0.0049 | 0.0049 | 0.0049 |
| 10 | 0.0012 | 0.0124 | 0.0012 |
| 5 | 0.00030 | 0.0130 | 0.00030 |

The aligned error falls by four at each halving. Coverage weighting does the same. It has the right area in a cut pixel but places it at the centre, an offset of at most $h/2$ in each direction. The resulting error per cut pixel is of order $h^3$, and the number of cut pixels grows as $1/h$, leaving $h^2$. Its coefficient depends on the covered fraction, which changes with $h$, so this part need not fall by exactly four. Restoring the sinc factors does not remove it: the error left at 20, 10 and 5 nm is 0.0048, 0.0011 and 0.00042.

The binary column does not improve. At both 10 and 5 nm the lower hammerhead's borders at 288, 452 and 922 nm are rounded to 290, 450 and 920 nm. The two meshes represent the same wrong polygon, with all three borders moved inward by 2 nm. At 20 nm those borders go to 280, 460 and 920 nm, which is a different wrong polygon: the head becomes wider but shorter. Its smaller error at these points is no sign that coarse pixels are better in general.

## Table spacing, kernel count and cost

A vertex difference generally falls between table entries. Linear interpolation of a smooth function has an error of order $d^2$ for table spacing $d$, and a cubic spline one of order $d^4$. For the drawn trench at 400 random points, reducing $d$ from 20 to 10 nm lowers the largest intensity error from 0.0133 to 0.0035 (bilinear) and from $7.2\times10^{-5}$ to $4.3\times10^{-6}$ (bicubic). The ratios are 3.9 and 17, close to the expected 4 and 16.

Keeping the $K$ kernels with the largest eigenvalues loses $I-I_K=\sum_{k>K}\lambda_k|A_k|^2$, which cannot be negative. Each eigenvalue in this sum is at most $\lambda_{K+1}$. The $u_k$ form a complete orthonormal set, so $\sum_k|A_k|^2=\sum_{\mathbf n}|z_{\mathbf n}|^2$ over the retained orders, and Parseval's theorem limits this to the cell average of $|m|^2$:

$$0\le I-I_K\le\lambda_{K+1}\,\langle|m|^2\rangle .$$

Here $K=31$ and $\lambda_{32}=0.0713$. The trench fills $204400/1200^2=0.142$ of the cell, so $\langle|m|^2\rangle=0.142+0.858\times0.06=0.193$ and the bound is 0.0138. The largest loss at the 400 points is 0.0026. With all kernels kept, the vertex sum agrees with Abbe's source sum to $2.8\times10^{-15}$.

Per kernel and observation point, the drawn trench needs 8 table lookups, against 8176 open pixels of 5 nm. A bicubic lookup combines 16 coefficients, so the ratio of multiplications is nearer $8176/128\approx64$, without the cost of finding the interpolation weights. This ratio belongs to the 5 nm mesh. The drawn trench is also a union of 511 pixels of 20 nm, for which the pixel-averaged kernel is exact, and against these the ratio is only $511/128\approx4$. The 10 nm table holds 58081 complex numbers per kernel. The advantage belongs to images wanted at selected points. If the field is needed on a full grid and the cell has many vertices, a fast Fourier transform shares work between points and may be cheaper.

## Moving an edge

Optical correction moves edges until the print meets its target. If a vertical edge at $x_e$ moves, the terms at its two ends change, and since $x_e$ enters through $x-x_e$,

$$\frac{\partial A_k}{\partial x_e}=-(t_p-t_b)\sum_{j\in\text{edge}}s_j\,\partial_x\Psi_k(\mathbf r-\mathbf v_j),\qquad\frac{\partial I}{\partial x_e}=2\sum_k\lambda_k\,\mathrm{Re}\Big(A_k^*\frac{\partial A_k}{\partial x_e}\Big).$$

For several edges moved together, the sum includes all their ends. With both hammerhead ends moved from $x=922$ nm, the formula with all kernels gives 0.004534 per nm at $(900,370)$ nm. Central differences of Abbe images, with the ends displaced by $\pm1$ nm, give the same four figures. This is expected, since the Abbe images also contain all kernels. With only 31 kernels the formula gives 0.004532 per nm.

Let the resist open where $I$ exceeds a fixed threshold. Choosing 0.2190 puts the outer edge of the drawn arm on target at $(650,300)$ nm. The line end then prints at $x=868.9$ nm, a pullback of 31.1 nm.

With the hammerheads added, write the end position as $900+e$ nm and require $I(900,370)$ to equal the threshold. Newton's step is the missing intensity divided by $\partial I/\partial x_e$. From $e=22$ nm the iteration gives 22.4899 and then 22.4891 nm, where it stays. Rounded to a 1 nm grid, $e=22$ nm prints the line end at 899.5 nm with 31 kernels and at 899.9 nm with all of them, both at the threshold 0.2190 taken from the 31-kernel image. Anchoring the all-kernel image itself gives a threshold of 0.2208 and a line end at 899.4 nm. The digits quoted belong to the 1964-point source. With a source mesh step eight times finer, $\lambda_1$ becomes 33.378, the threshold 0.2197, the drawn line end 868.7 nm, the arm width 153.7 nm and $e$ 22.66 nm, which would round to 23 nm.

The other dimension is not repaired. On the drawn mask the arm prints 153.9 nm wide instead of 140 nm: with the outer edge pinned, the inner edge lies 13.9 nm too far into the gap between the arms. It would need its own edge correction.

## The model beside a real exposure

The wavelength, aperture, annular source and 6 % background are in the regime of dry argon-fluoride lithography, where 140 nm features are relaxed rather than extreme. The threshold follows from the chosen anchor and is not a measured resist property. Real exposures violate several assumptions. Their effects on the corrected line end, estimated as intensity change divided by the image slope of 0.00407 per nm at fixed threshold, are:

- 100 nm of defocus: −2.7 nm;
- vector imaging of unpolarised light, in air, including the radiometric factor of a 4x reduction lens: −3.3 nm (inside the resist the angles are smaller, and for a refractive index of 1.7 without substrate reflections the shift is only about −1.3 nm);
- resist blur of 15 nm standard deviation: −1.2 nm;
- every trench edge moved inward by 2.5 nm (10 nm on a 4x mask), with the attenuating background filling the strip, as a crude stand-in for mask thickness: −5.4 nm.

Minus means a shorter trench. The sizes of the defocus, blur and edge movement are assumed, rough values, and the line-end shifts are first-order estimates. For the edge movement, solving for the printed line end gives −5.8 nm instead of −5.4 nm. With these sizes and the threshold held fixed, the edge movement has the largest effect of the four. Pulling back the two end edges alone by 2.5 nm would remove about $2.5\times0.00453=0.011$ of intensity, or 2.8 nm; the rest of the 5.4 nm comes mainly from the other edges, which also move inward. The order depends on holding the threshold fixed. If the threshold is anchored again at $(650,300)$ nm within each model, solving for the line end gives −3.6 nm for defocus, −5.5 nm for vector imaging in air (−1.0 nm for index 1.7), −2.3 nm for blur and only −1.8 nm for the edge movement, most of which the anchor absorbs.

By comparison, at fixed threshold dropping the kernels beyond 31 costs 0.4 nm, and halving the source mesh step shifts the end by 0.03 nm; with the threshold anchored again, these become 0.04 nm and 0.2 nm. With the 10 nm bicubic table, refining the table further would matter less than improving the physical model.

## Table of computed values

```
wavelength 193 nm, NA 0.75, annulus 0.5/0.8, period 1200 nm
background amplitude -0.24495, source points 1964, orders in square 289
kernels kept K = 31; lam_1 = 33.3158, lam_2 = 10.7235, lam_K+1 = 0.0713
share of eigenvalue sum kept: 96.44 %
polygon area from vertices: 204400 nm^2
kernel 1 at (900, 370) nm: vertex x, y (nm), sign, Psi_1 (dimensionless)
  300 300 +1 +0.032983
  900 300 -1 +0.000000
  900 440 +1 +0.000000
  440 440 -1 -0.033165
  440 700 +1 -0.045555
  900 700 -1 +0.000000
  900 840 +1 +0.000000
  300 840 -1 -0.043923
signed sum 0.064517; u_1(0) = 0.172929
field A_1: vertex sum 0.037962, 5 nm pixels 0.037979
Psi against quadrature, max difference 3.5e-16
pixel-averaged kernel, 20 nm pixels, max field difference 1.2e-16
max intensity error of pixel sums (clear field = 1):
  h=20 nm: aligned 4.90e-03, off-grid binary 4.87e-03, off-grid coverage 4.86e-03
  h=10 nm: aligned 1.22e-03, off-grid binary 1.24e-02, off-grid coverage 1.20e-03
  h=5 nm: aligned 3.04e-04, off-grid binary 1.30e-02, off-grid coverage 2.99e-04
max intensity error of tabulated Psi (clear field = 1):
  spacing 20 nm: bilinear 1.33e-02, bicubic 7.17e-05
  spacing 10 nm: bilinear 3.45e-03, bicubic 4.27e-06
error if arguments are wrapped into one cell: 0.563 (clear field = 1)
all kernels against Abbe: max intensity difference 2.8e-15
truncation at K: largest loss 0.00257, bound 0.01380 (clear field = 1)
terms per kernel and point: 8 vertices, 8176 open 5 nm pixels
complex entries per kernel in 10 nm table: 58081
dI/dx_e: formula 0.004534, Abbe difference 0.004534 per nm
threshold 0.21901 (clear field = 1), printed arm width 153.86 nm
drawn mask: line end prints at x = 868.87 nm, pullback 31.13 nm
Newton extension e (nm): 22.0000, 22.4899, 22.4891, 22.4891
rounded extension 22 nm: line end 899.45 nm with K kernels, 899.85 nm by Abbe
at target point: Abbe intensity 0.21840, image slope -0.004067 per nm
neglected effects: intensity change, line-end shift (nm, + = longer trench)
  kernel truncation: -0.00161, -0.40 nm
  source mesh step halved: -0.00013, -0.03 nm
  defocus 100 nm: -0.01081, -2.66 nm
  vector imaging in air: -0.01347, -3.31 nm
  resist blur, std 15 nm: -0.00501, -1.23 nm
  opaque mask-edge boundary 2.5 nm: -0.02204, -5.42 nm
```
